# Staging coordinates for the spring action of a path segment: a numerical check

```python
"""Staging transformation of a harmonic path segment.

Result under test: for n movable beads x_1..x_n between ends x_0, x_(n+1),
  sum_(k=0..n) (x_(k+1)-x_k)^2
      = (x_(n+1)-x_0)^2/(n+1) + sum_(k=1..n) ((k+1)/k) u_k^2,
  u_k = x_k - (k x_(k+1) + x_0)/(k+1),   |det(du/dx)| = 1.
The path weight is exp(-S), S = (sum of squared steps)/(2 sigma2),
sigma2 = hbar^2 tau/m, tau = inverse-temperature step.
Reduced units: hbar = m = 1; lengths in a chosen unit a,
energies in hbar^2/(m a^2).
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh


def staging_coordinates(path):
    """Staging coordinates of a path that includes both ends."""
    n = len(path) - 2
    return np.array([path[k] - (k * path[k + 1] + path[0]) / (k + 1)
                     for k in range(1, n + 1)])


def path_from_staging(u, start, end):
    """Closed inverse formula; returns the path with both ends."""
    n = len(u)
    inner = [start + k * (end - start) / (n + 1)
             + sum(k / l * u[l - 1] for l in range(k, n + 1))
             for k in range(1, n + 1)]
    return np.array([start] + inner + [end])


def spring_matrix(n):
    """Matrix of the sum of squared steps, built from the steps."""
    steps = np.zeros((n + 1, n))
    for k in range(n):
        steps[k, k] = 1.0
        steps[k + 1, k] = -1.0
    return steps.T @ steps


def staging_matrix(n):
    """du/dx, found by applying the definition to unit displacements."""
    columns = []
    for k in range(1, n + 1):
        displaced = np.zeros(n + 2)
        displaced[k] = 1.0
        columns.append(staging_coordinates(displaced))
    return np.array(columns).T


# Symbolic test: solve the definition for x, insert in the spring sum.
for size in range(1, 7):
    x = sp.symbols(f"x0:{size + 2}")
    u = sp.symbols(f"u1:{size + 1}")
    definitions = [x[k] - (k * x[k + 1] + x[0]) / sp.Integer(k + 1)
                   for k in range(1, size + 1)]
    solution = sp.solve([d - v for d, v in zip(definitions, u)],
                        x[1:size + 1], dict=True)[0]
    spring_sum = sum((x[k + 1] - x[k])**2 for k in range(size + 1))
    transformed = sp.expand(spring_sum.subs(solution))
    expected = (x[-1] - x[0])**2 / sp.Integer(size + 1) + sum(
        sp.Rational(k + 1, k) * u[k - 1]**2 for k in range(1, size + 1))
    assert sp.expand(transformed - expected) == 0
    jacobian = sp.Matrix(definitions).jacobian(x[1:size + 1])
    assert jacobian.det() == 1
    ring_jacobian = sp.Matrix(
        [x[0]] + [d.subs(x[-1], x[0]) for d in definitions]
    ).jacobian(x[:size + 1])
    assert sp.simplify(ring_jacobian.det()) == 1

# Worked path.
tau = 0.1
sigma2 = tau
path = np.array([0.0, 0.3, 0.1, 0.7, 0.9, 1.0])
n = len(path) - 2
index = np.arange(1, n + 1)
factors = (index + 1) / index
u_path = staging_coordinates(path)
action_direct = np.sum(np.diff(path)**2) / (2 * sigma2)
end_term = (path[-1] - path[0])**2 / (2 * (n + 1) * sigma2)
staging_terms = factors * u_path**2 / (2 * sigma2)
action_staged = end_term + staging_terms.sum()
assert abs(action_direct - action_staged) < 1e-12
rebuilt = path_from_staging(u_path, path[0], path[-1])
assert np.allclose(rebuilt, path, atol=1e-13)

# The factors are pivots of a congruence, not eigenvalues.
A = spring_matrix(n)
T = staging_matrix(n)
T_inverse = np.linalg.inv(T)
assert np.allclose(T_inverse.T @ A @ T_inverse, np.diag(factors), atol=1e-12)
eigenvalues = np.linalg.eigvalsh(A)
assert abs(np.prod(eigenvalues) - (n + 1)) < 1e-11
assert np.max(np.abs(eigenvalues - np.sort(factors))) > 0.1

# Gaussian integral by repeated quadrature on a grid.
grid = np.linspace(-4.0, 5.0, 451)
spacing = grid[1] - grid[0]
kernel = np.exp(-(grid[:, None] - grid[None, :])**2 / (2 * sigma2))
amplitude = np.exp(-(grid - path[0])**2 / (2 * sigma2))
for _ in range(n - 1):
    amplitude = spacing * kernel @ amplitude
last_link = np.exp(-(path[-1] - grid)**2 / (2 * sigma2))
integral_grid = spacing * np.sum(amplitude * last_link)
integral_formula = ((2 * np.pi * sigma2)**(n / 2) / np.sqrt(n + 1)
                    * np.exp(-end_term))
assert abs(integral_grid / integral_formula - 1) < 1e-9

# Sampling from the far end inward, against the inverse spring matrix.
rng = np.random.default_rng(2024)
n_samples = 200000
samples = np.zeros((n_samples, n + 2))
samples[:, 0], samples[:, -1] = path[0], path[-1]
for k in range(n, 0, -1):
    centre = (k * samples[:, k + 1] + path[0]) / (k + 1)
    noise = rng.standard_normal(n_samples)
    samples[:, k] = centre + np.sqrt(sigma2 * k / (k + 1)) * noise
covariance_exact = sigma2 * np.linalg.inv(A)
covariance_formula = np.array(
    [[sigma2 * min(i, j) * (n + 1 - max(i, j)) / (n + 1)
      for j in index] for i in index])
assert np.allclose(covariance_exact, covariance_formula, atol=1e-13)
boundary = np.zeros(n)
boundary[0] += path[0]
boundary[-1] += path[-1]
mean_exact = np.linalg.solve(A, boundary)
mean_sampled = samples[:, 1:-1].mean(axis=0)
covariance_sampled = np.cov(samples[:, 1:-1].T)
# Tolerances are about five standard errors of the sample moments.
assert np.max(np.abs(mean_sampled - mean_exact)) < 4e-3
assert np.max(np.abs(covariance_sampled - covariance_exact)) < 2e-3

# Closed ring: no end term, and no spring on the common displacement.
ring = path[:-1].copy()
u_ring = staging_coordinates(np.append(ring, ring[0]))
ring_sum_direct = np.sum((np.roll(ring, -1) - ring)**2)
ring_sum_staged = np.sum(factors * u_ring**2)
assert abs(ring_sum_direct - ring_sum_staged) < 1e-12
shifted = ring + 0.37
u_shifted = staging_coordinates(np.append(shifted, shifted[0]))
assert np.allclose(u_shifted, u_ring, atol=1e-13)


def ring_potential(all_u):
    beads = path_from_staging(all_u[1:], all_u[0], all_u[0])[:-1]
    return np.sum(beads**2 / 2 + beads**4 / 4)


# Potential gradient: recursion against finite differences.
bead_gradient = ring + ring**3
staging_gradient = np.zeros(n + 1)
staging_gradient[0] = bead_gradient.sum()
for l in range(1, n + 1):
    carried = (l - 1) / l * staging_gradient[l - 1] if l > 1 else 0.0
    staging_gradient[l] = bead_gradient[l] + carried
all_u = np.append(ring[0], u_ring)
step = 1e-5
numerical_gradient = np.array(
    [(ring_potential(all_u + step * e) - ring_potential(all_u - step * e))
     / (2 * step) for e in np.eye(n + 1)])
assert np.allclose(staging_gradient, numerical_gradient, atol=1e-8)

# A potential couples the staging coordinates: harmonic case.
potential_hessian = T_inverse.T @ T_inverse
coupling = potential_hessian[0, 1]
assert abs(coupling) > 0.1

# Free-mode frequencies in units of omega_P.
frequency_ratio = {}
for size in (n, 63):
    A_size = spring_matrix(size)
    T_size = staging_matrix(size)
    k_size = np.arange(1, size + 1)
    kinetic = T_size.T @ np.diag((k_size + 1) / k_size) @ T_size
    staged_frequencies = np.sqrt(eigh(A_size, kinetic, eigvals_only=True))
    assert np.allclose(staged_frequencies, 1.0, atol=1e-9)
    plain = np.sqrt(np.linalg.eigvalsh(A_size))
    sine_law = 2 * np.sin(k_size * np.pi / (2 * (size + 1)))
    assert np.allclose(plain, sine_law, atol=1e-10)
    frequency_ratio[size] = plain[-1] / plain[0]
    cotangent = 1 / np.tan(np.pi / (2 * (size + 1)))
    assert abs(frequency_ratio[size] / cotangent - 1) < 1e-9
    if size == n:
        plain_example = plain


def show(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))


print("Reduced units: hbar = m = 1, length unit a")
print("tau [m a^2/hbar^2]:", show(tau, 3))
print("sigma2 [a^2]:", show(sigma2, 3))
print("movable beads n:", n)
print("path x_0..x_5 [a]:", show(path, 3))
print("staging coordinates u_1..u_4 [a]:", show(u_path))
print("mass factors m_k/m:", show(factors))
print("product of mass factors:", show(np.prod(factors)))
print("determinant of du/dx:", show(np.linalg.det(T)))
print("sum of squared steps [a^2]:", show(np.sum(np.diff(path)**2)))
print("action from steps [1]:", show(action_direct))
print("end term of action [1]:", show(end_term))
print("staging terms of action [1]:", show(staging_terms))
print("action from staging [1]:", show(action_staged))
print("path rebuilt from u [a]:", show(rebuilt, 3))
print("eigenvalues of spring matrix [1]:", show(eigenvalues))
print("Gaussian integral, grid [a^4]:", f"{integral_grid:.8e}")
print("Gaussian integral, formula [a^4]:", f"{integral_formula:.8e}")
print("number of sampled paths:", n_samples)
print("variances of u_k [a^2]:", show(sigma2 / factors))
print("bead means, exact [a]:", show(mean_exact, 4))
print("bead means, sampled [a]:", show(mean_sampled, 4))
print("bead variances, exact [a^2]:", show(np.diag(covariance_exact), 4))
print("bead variances, sampled [a^2]:", show(np.diag(covariance_sampled), 4))
print("cov(x_1,x_4), exact [a^2]:", show(covariance_exact[0, 3], 4))
print("cov(x_1,x_4), sampled [a^2]:", show(covariance_sampled[0, 3], 4))
print("ring beads x_0..x_4 [a]:", show(ring, 3))
print("ring staging u_1..u_4 [a]:", show(u_ring))
print("ring spring sum, steps [a^2]:", show(ring_sum_direct))
print("ring spring sum, staging [a^2]:", show(ring_sum_staged))
print("ring dV/dx_0..4 [hbar^2/(m a^3)]:", show(bead_gradient))
print("ring dV/du_0..4 [hbar^2/(m a^3)]:", show(staging_gradient))
print("same by differences:", show(numerical_gradient))
print("u_1-u_2 coupling for V = sum x^2/2 [hbar^2/(m a^4)]:", show(coupling))
print("equal-mass frequencies, n=4 [omega_P]:", show(plain_example))
print("largest/smallest frequency, n=4:", show(frequency_ratio[n], 4))
print("largest/smallest frequency, n=63:", show(frequency_ratio[63], 4))
print("staging-mass frequencies, n=63, min and max [omega_P]:",
      show([staged_frequencies.min(), staged_frequencies.max()]))
print("no test failed")
```

Printed output:

```
Reduced units: hbar = m = 1, length unit a
tau [m a^2/hbar^2]: 0.100
sigma2 [a^2]: 0.100
movable beads n: 4
path x_0..x_5 [a]: 0.000 0.300 0.100 0.700 0.900 1.000
staging coordinates u_1..u_4 [a]: 0.250000 -0.366667 0.025000 0.100000
mass factors m_k/m: 2.000000 1.500000 1.333333 1.250000
product of mass factors: 5.000000
determinant of du/dx: 1.000000
sum of squared steps [a^2]: 0.540000
action from steps [1]: 2.700000
end term of action [1]: 1.000000
staging terms of action [1]: 0.625000 1.008333 0.004167 0.062500
action from staging [1]: 2.700000
path rebuilt from u [a]: 0.000 0.300 0.100 0.700 0.900 1.000
eigenvalues of spring matrix [1]: 0.381966 1.381966 2.618034 3.618034
Gaussian integral, grid [a^4]: 6.49501641e-02
Gaussian integral, formula [a^4]: 6.49501641e-02
number of sampled paths: 200000
variances of u_k [a^2]: 0.050000 0.066667 0.075000 0.080000
bead means, exact [a]: 0.2000 0.4000 0.6000 0.8000
bead means, sampled [a]: 0.1998 0.4000 0.6005 0.8000
bead variances, exact [a^2]: 0.0800 0.1200 0.1200 0.0800
bead variances, sampled [a^2]: 0.0801 0.1208 0.1206 0.0800
cov(x_1,x_4), exact [a^2]: 0.0200
cov(x_1,x_4), sampled [a^2]: 0.0197
ring beads x_0..x_4 [a]: 0.000 0.300 0.100 0.700 0.900
ring staging u_1..u_4 [a]: 0.250000 -0.366667 0.025000 0.900000
ring spring sum, steps [a^2]: 1.340000
ring spring sum, staging [a^2]: 1.340000
ring dV/dx_0..4 [hbar^2/(m a^3)]: 0.000000 0.327000 0.101000 1.043000 1.629000
ring dV/du_0..4 [hbar^2/(m a^3)]: 3.100000 0.327000 0.264500 1.219333 2.543500
same by differences: 3.100000 0.327000 0.264500 1.219333 2.543500
u_1-u_2 coupling for V = sum x^2/2 [hbar^2/(m a^4)]: 0.500000
equal-mass frequencies, n=4 [omega_P]: 0.618034 1.175571 1.618034 1.902113
largest/smallest frequency, n=4: 3.0777
largest/smallest frequency, n=63: 40.7355
staging-mass frequencies, n=63, min and max [omega_P]: 1.000000 1.000000
no test failed
```
